\section*{Inverse-cube temperature law of classical cascade capture by an attractive centre, part 2}

The problem is to carry a cross-section for electron capture by charged donors in germanium from 20 K to 10 K. A carrier of charge magnitude $e$ and isotropic mass $m$ moves near a centre of opposite charge, in a host of relative permittivity $\epsilon_r$:
\[
U(r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\epsilon_0\epsilon_r}.
\]
Its kinetic energy is $\varepsilon=\hbar^2k^2/2m$, its speed $v=\hbar k/m$ and its total energy $E=\varepsilon-C/r$. In $kT$, $k$ is Boltzmann's constant. Free carriers have density $n$, mean speed $\langle v\rangle$ and a Maxwell distribution at the lattice temperature $T$. One empty centre captures $J$ carriers per unit time, so $\sigma=J/(n\langle v\rangle)$ and $c=\sigma\langle v\rangle$.

Energy goes to longitudinal acoustic phonons of wave number $q$ and frequency $\omega=sq$, with $s$ the sound speed. For deformation constant $E_d$, mass density $\rho$, crystal volume $V$ and phonon occupation $N_q$ (also written $N$), emission has
\[
|M_q|^2=\frac{E_d^2\hbar q^2}{2\rho V\omega}(N_q+1).
\]
With $P$ the spontaneous loss power, the loss length is $l_0=\varepsilon v/P$. Equipartition gives the mean free path
\[
\lambda=\frac{\pi\hbar^4\rho s^2}{m^2E_d^2kT}.
\]
When $\lambda<l_0$, diffusion does not limit the supply if $r_T\ll\lambda$.

Thomson's estimate multiplies the area $\pi r_T^2$ by $\bar L/l_0$, where $\bar L=\frac43r_T$ is the mean chord. The energy-diffusion calculation gives the same result. It uses a mean occupation $f(E)$, equal to $A$ at $E=0$, and its ratio $\phi$ to equilibrium, which is zero at great depth. The downward flux is
\[
J=B(E)\left(f+kT\frac{df}{dE}\right),\qquad
B(E)=\int G\Delta\,d\Delta=\int g(\varepsilon)P(\varepsilon)\,d^3r .
\]
Here $G$ is the spontaneous rate per unit starting energy and per unit energy drop $\Delta$, and $g$ is the density of states. The last form is the shell integral. With $x=|E|/kT$ and $B=\beta/x$,
\[
\phi(x)=\frac{J}{A\beta}\int_x^\infty y\,\mathrm e^{-y}dy
=\frac{J}{A\beta}(1+x)\mathrm e^{-x},
\]
and $\phi(0)=1$ gives $J=A\beta$.

\section{Finite phonon energy and the case of germanium}

The results needed from the first half are these. The potential is $-C/r$, the Thomson radius is $r_T=C/kT$, and the loss length is $l_0=\pi\hbar^4\rho/(2m^3E_d^2)$. For small energy exchanges the cross-section is $\sigma_0=(4\pi/3)r_T^3/l_0$. The occupation is $f=A\mathrm e^{-E/kT}\phi$, with $\phi=(1+x)\mathrm e^{-x}$ at depth $x=|E|/kT$. The density of states is $g=mk/(2\pi^2\hbar^2)=\gamma\sqrt\varepsilon$ for one spin and valley, and $\gamma\sqrt{2/m}=m/(\pi^2\hbar^3)$.

As a numerical case take electrons in germanium at 10 K, with rough typical material values. The masses $m_l=1.59$ and $m_t=0.082$, in units of the free-electron mass, give a density-of-states mass $m_d=(m_lm_t^2)^{1/3}=0.220$, used for $m$. The other inputs are $\epsilon_r=16$, $\rho=5.323$ g/cm$^3$, $s=5.0$ km/s and an effective isotropic $E_d=10$ eV. They give $C=0.0900$ eV nm and $l_0=49.9$ $\mu$m. With $kT=0.862$ meV the radius is $r_T=0.0900/0.000862\simeq104$ nm, and
\begin{equation}
\sigma_0=\frac{4\pi}{3}\frac{(104.4\ \text{nm})^3}{4.985\times10^4\ \text{nm}}
\simeq96\ \text{nm}^2=9.6\times10^{-13}\ \text{cm}^2 .
\end{equation}
Multiplication by $\langle v\rangle=4.19\times10^6$ cm/s gives $c\simeq4.0\times10^{-6}$ cm$^3$/s. For a chosen density of $10^{12}$ empty centres per cm$^3$, the capture lifetime given by the classical law is $1/(10^{12}\times4.0\times10^{-6})$ s, or about 250 ns.

The mean free path from the equipartition formula is 3.6 $\mu$m (3.8 $\mu$m at $\varepsilon=kT$ if recoil and the full phonon occupation are kept), well above $r_T$. The distance scale between centres is 1000 nm, about ten times $r_T$, and for a carrier density of $10^{10}$ cm$^{-3}$ the Debye length is 8.7 $\mu$m. Supply by diffusion, overlap and screening are therefore not the first concerns here. The phonon energy is. The largest phonon wave vector is about $2k$, so the largest phonon energy is $2\hbar sk=\sqrt{8ms^2\varepsilon}$. At $\varepsilon=kT$ this is $0.54\,kT$, which is not a small exchange. The value of $l_0$ above is therefore only the small-exchange limit of the loss length.

The classical energy exchange can be treated without assuming small phonons, provided the occupation is still taken to depend on total energy alone. That assumption is less secure when one collision can exchange a sizeable part of $kT$. Momentum conservation gives the final electron wave vector $\mathbf k-\mathbf q$ after emission, and energy conservation requires
\begin{equation}
\frac{\hbar^2q^2}{2m}-\frac{\hbar^2kq\cos\theta}{m}+\hbar sq=0,
\qquad \cos\theta=\frac{q}{2k}+\frac{ms}{\hbar k},
\end{equation}
where $\theta$ is now the angle between $\mathbf k$ and $\mathbf q$. Integrating the energy delta function over $\cos\theta$ gives $m/(\hbar^2kq)$. The emission rate per unit $q$ is
\begin{equation}
\frac{2\pi q^2}{(2\pi)^3}\frac{2\pi}{\hbar}
\frac{E_d^2\hbar q}{2\rho s}(N+1)\frac{m}{\hbar^2kq}
=\frac{E_d^2mq^2}{4\pi\rho s\hbar^2k}(N+1).
\end{equation}
Now put $q=\Delta/\hbar s$ and $dq=d\Delta/\hbar s$, where $\Delta$ is the phonon energy, and multiply by $g$. The wave number $k$ cancels, leaving the rate per volume, per energy and per unit $\Delta$:
\begin{equation}
G_V=\frac{E_d^2m^2\Delta^2}{8\pi^3\rho s^4\hbar^7}(N+1).
\end{equation}

Position enters through the condition $\cos\theta\le1$, or $k\ge q/2+ms/\hbar$. The kinetic energy before emission must be at least $(\Delta+2ms^2)^2/(8ms^2)$. Subtracting $\Delta$ gives the least kinetic energy afterwards,
\begin{equation}
\frac{(\Delta+2ms^2)^2-8ms^2\Delta}{8ms^2}
=\frac{(\Delta-2ms^2)^2}{8ms^2}.
\end{equation}
If the lower total energy is $-|E_l|$, the kinetic energy there is $C/r-|E_l|$. Emission is therefore possible inside a sphere of radius
\begin{equation}
R=\frac{C}{|E_l|+(\Delta-2ms^2)^2/(8ms^2)} .
\end{equation}

Let $u$ and $l$ label the upper and lower energies of a jump. Absorption has $N=(N+1)\mathrm e^{-\Delta/kT}$, while the equilibrium occupation of the lower state is larger by $\mathrm e^{\Delta/kT}$. These factors cancel, so the net downward rate is
\begin{equation}
AK(\phi_u-\phi_l),\qquad
K=\frac{4\pi}{3}R^3G_V\mathrm e^{-E_u/kT}.
\end{equation}
In a steady state these rates sum to zero at every bound energy. Thus $\phi$ is an average of its values after one jump, with weights given by the jump probabilities. With $\phi=1$ above zero energy and $\phi=0$ at great depth, it is the probability that a carrier escapes before reaching great depth. For small exchanges a carrier bound by $kT$ escapes with probability $2/\mathrm e$, which exceeds one half. Crossing to a binding of $kT$ is therefore not yet final capture, although the Thomson formula has the right total.

The capture rate is the minimum of a quadratic form,
\begin{equation}
\frac JA=\min_\phi\iint K(\phi_u-\phi_l)^2\,dE_l\,d\Delta .
\end{equation}
To see this, vary $\phi$ at one bound energy: the derivative vanishes when the net rates there sum to zero. The form is non-negative, so this stationary point is a minimum. For its value, expand one factor $(\phi_u-\phi_l)$ and collect terms at each energy. Each energy contributes $\phi$ times its net outflow. The bound energies contribute zero, the deep sink has $\phi=0$, and the free carriers, with $\phi=1$, contribute $J/A$. Any trial $\phi$ with the correct end values consequently gives an upper bound on the capture rate of this model.

Let $a=ms^2/kT$, $y=|E_l|/kT$ and $\delta=\Delta/kT$. The occupation factor is $N+1=1/(1-\mathrm e^{-\delta})$, and $E_u/kT=\delta-y$. The form becomes
\begin{align}
\frac JA&=\frac{4\pi}{3}r_T^3
\frac{E_d^2m^2(kT)^4}{8\pi^3\rho s^4\hbar^7}I,\\
I&=\min_\phi\int_0^\infty dy\int_0^\infty d\delta\,
\frac{\delta^2\mathrm e^{y-\delta}(\phi_u-\phi_l)^2}
{(1-\mathrm e^{-\delta})[y+(\delta-2a)^2/8a]^3}.
\end{align}
Two powers of $kT$ come from $\Delta^2$ and two from the energy differentials. Divide by $n\langle v\rangle/A=m(kT)^2/(\pi^2\hbar^3)$, and replace $E_d^2$ by $\pi\rho\hbar^4/(2m^3l_0)$:
\begin{equation}
\sigma=\frac{4\pi}{3}r_T^3\,
\frac{E_d^2m(kT)^2}{8\pi\rho s^4\hbar^4}I
=\sigma_0\,\frac{I}{16a^2}.
\end{equation}

As $a\to0$, at fixed $y$ the important $\delta$ is of order $\sqrt{8ay}$, which is small but much larger than $2a$. Then $\delta^2/(1-\mathrm e^{-\delta})\simeq\delta$, and $\phi_u-\phi_l\simeq\delta y\mathrm e^{-y}$. With $z=\delta^2/8a$, so that $\delta^3d\delta=32a^2z\,dz$,
\begin{equation}
I\simeq\int_0^\infty y^2\mathrm e^{-y}dy
\int_0^\infty\frac{32a^2z\,dz}{(y+z)^3}
=16a^2\int_0^\infty y\,\mathrm e^{-y}dy=16a^2 .
\end{equation}
The inner integral of $z/(y+z)^3$ is $1/(2y)$. The law is recovered, including its coefficient. A numerical test at 10 K with the sound speed divided by 20, and the other parameters held fixed, gives a ratio of 0.999 to the law.

At the true model sound speed the numerical minimum gives the following values. The trial functions are $\mathrm e^{-x}$ times polynomials of degree up to nine for bound states.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $ms^2/kT$ & $\sigma_0$ (cm$^2$) & $\sigma/\sigma_0$\\
5 & 0.073 & $7.7\times10^{-12}$ & 0.77\\
10 & 0.036 & $9.6\times10^{-13}$ & 0.86\\
20 & 0.018 & $1.20\times10^{-13}$ & 0.91\\
40 & 0.009 & $1.50\times10^{-14}$ & 0.95
\end{tabular}
\end{center}

Raising the polynomial degree from six to nine changes the 10 K value by about one part in $10^5$, so the 10 K ratio is a converged estimate from above at the digits shown. The other rows use the same trial functions, but their convergence was not tested separately. Finite phonon energy reduces capture in this model, and more strongly at low temperature. The mean exponent between 10 and 20 K is $-2.91$ instead of $-3$. Recoil and the departure from equipartition both enter, and their separate shares have not been determined.

The law also needs the loss length to be independent of energy. If instead $l(\varepsilon)=l_1(\varepsilon/\varepsilon_1)^p$, put $r=(C/|E|)w$ in the shell integral. Then $\varepsilon=|E|(1/w-1)$, and
\begin{equation}
\int r^2\varepsilon^{2-p}dr
=C^3|E|^{-1-p}\int_0^1w^p(1-w)^{2-p}dw,
\end{equation}
which converges for $-1<p<3$. The flux then scales as $(kT)^{-1-p}$, and division by $n\langle v\rangle\propto(kT)^2$ gives $\sigma\propto T^{-3-p}$ in the limit of small exchanges. The inverse cube belongs to $p=0$.

Real germanium departs most plainly from the isotropic mass. Keep the deformation constant and sound speed isotropic. On an ellipsoidal energy surface, $k_i=\sqrt{2m_i\varepsilon}\,n_i/\hbar$, with the states uniform in the direction of the unit vector $\mathbf n$. Each $n_i^2$ averages to $1/3$, and the cross term in $|\mathbf k-\mathbf k'|^2$ averages to zero. Therefore
\begin{equation}
\langle q^2\rangle=2\langle k^2\rangle
=\frac{4\varepsilon}{\hbar^2}\frac{m_l+2m_t}{3},
\end{equation}
against $4m_d\varepsilon/\hbar^2$ for the isotropic mass. The density of states is unchanged, so the capture coefficient is multiplied by $(m_l+2m_t)/(3m_d)=0.585/0.220\simeq2.7$. The temperature power is unaffected while exchanges remain small. Along the heavy axis, however, the largest phonon energy at $\varepsilon=kT$ is $1.4\,kT$, and that premise fails. Using the mean mass 0.585 in $a$ gives a reduction to 0.73 at 10 K, but this shortcut underweights the heavy directions. The ellipsoid can be put into the quadratic form itself. For a phonon with $q_i\propto\sqrt{m_i}\,n_i$, the threshold keeps its form with $m$ replaced by $m(\mathbf n)=\sum_im_in_i^2$, and the kernel is averaged over $\mathbf n$ with weight $m_d/m(\mathbf n)$. The minimum then gives a reduction to 0.66 at 10 K and 0.78 at 20 K. Combined with the factor 2.7, the capture coefficient at 10 K is about 1.8 times the isotropic law's value, still for an isotropic deformation constant and sound speed.

The classical continuum of levels is also marginal. The hydrogenic binding energy is $E_b=mC^2/2\hbar^2=11.7$ meV, of the order of 10 meV expected for shallow donors in germanium. Levels at $-E_b/n^2$ reach binding $kT$ at $n=\sqrt{E_b/kT}=3.7$, where their spacing, $2E_b/n^3=2kT/n$, is $0.54\,kT$. The ground level lies at $x=13.6$. If the small-exchange cascade is ended there by setting $\phi=0$ at that depth, the integral of $y\,\mathrm e^{-y}$ stops at $x$, and the flux is divided by $1-(1+x)\mathrm e^{-x}$. At 10 K this changes the flux by only about $2\times10^{-5}$ of its value, so the absence of levels below the ground level hardly affects the classical flux. The gap above the ground level is a different matter. The step from $n=2$ to $n=1$ needs a phonon of $3E_b/4=8.8$ meV, whose wave number times the effective Bohr radius is about 10. Such a wave oscillates several times across the orbit, so its coupling nearly averages out and the step is slow. With hydrogenic wave functions and the same coupling, the rate from $2s$ to $1s$ is $1.3\times10^8$ s$^{-1}$, against about $6\times10^8$ s$^{-1}$ for upward steps from $2s$ at 10 K. An electron at $n=2$ is then more often freed than passed down to the ground level. A rate model of the levels up to $n=8$, with the top level counted as free, gives a flux into the ground level of about 9\% of the classical law at 10 K and 4.5\% at 20 K. The formula therefore describes the classical cascade, not arrival at the ground level of such a donor. In this isotropic hydrogenic model arrival is about ten times slower, and the 250 ns found above becomes roughly 3 $\mu$s. At 40 K the same level lies at $x=3.4$, where $(1+x)\mathrm e^{-x}\simeq0.15$, and the cut matters. The 40 K row therefore compares two classical models of unlimited depth. At neither temperature does the cross-section say how long the electron stays: it has no deeper level to fall to, and thermal ionization can free it later.

Optical phonons offer another route. In a classical estimate, an electron of near-zero total energy can emit a phonon of energy $W=37$ meV within $r_o=C/W=2.4$ nm. With optical coupling $D$, the squared matrix element is $D^2\hbar^2/(2\rho VW)$, and the emission rate is $\Gamma=\pi D^2\hbar g(\varepsilon-W)/(\rho W)$. Integrating over the sphere and over the thermal energies above zero gives
\begin{equation}
\sigma_o=\frac{kT}{\gamma\sqrt{2/m}\,(kT)^2}
\int_0^{r_o}4\pi r^2g(C/r)\Gamma(C/r)\,dr .
\end{equation}
For a rough $D=5\times10^8$ eV/cm this is $2.4\times10^{-14}$ cm$^2$, or 2.5\% of $\sigma_0$ at 10 K; keeping the thermal energy inside $g$ and $\Gamma$ raises it by about 6\%. But the electron would end near $-37$ meV, below the hydrogenic ground level at $-11.7$ meV. Energy conservation closes this one-phonon route for thermal electrons at such a donor. The estimate could matter for a centre with a deeper level, and even there $r_o$ is smaller than the effective Bohr radius of 3.8 nm, so classical motion is doubtful.

The chosen centre density is well above the net impurity density of detector-grade germanium, roughly $10^{10}$ cm$^{-3}$. For fixed $c$ the lifetime scales inversely with the density of empty centres. Anisotropic deformation constants, intervalley scattering and the short-range potential of a particular donor remain outside the estimate. For carrying a cross-section from 20 to 10 K, the law gives a factor of 8.0 and the isotropic calculation with finite phonons gives 7.5. Both factors apply to the classical acoustic cascade with fixed material parameters. In the same cascade, the larger phonon energies along the heavy axis of germanium bring the factor down to 6.8. Where the slow step to the ground level limits capture, none of these factors can be relied on, and the correction can go the other way: the hydrogenic level model above gives a factor of about 16. That model omits the anisotropy and the valley splitting of real donor levels, so a cross-section measured near the working temperature is the safer input.

\section*{Numbers as computed}
\begin{verbatim}
longitudinal, transverse mass: 1.59, 0.082 m_e
density-of-states mass m_d: 0.2203 m_e
relative permittivity: 16.0
mass density: 5.323 g/cm3; sound speed: 5.0 km/s
acoustic deformation constant: 10.0 eV
temperature: 10.0 K; kT: 0.8617 meV
Coulomb constant C: 0.0900 eV nm
energy-loss length l0: 49.85 um
momentum mean free path: 3.623 um
Thomson radius C/kT: 104.44 nm
mean chord / radius: 1.333333
mean chord / l0: 2.793e-03
cross-section, law: 9.572e-13 cm2 = 95.72 nm2
same with C/r_T = 3kT/2: 2.836e-13 cm2
mean thermal speed: 4.186e+06 cm/s
capture coefficient: 4.006e-06 cm3/s
centre density: 1.0e+12 cm-3
capture lifetime: 249.6 ns
energy-diffusion result / law, 10 K: 1.00000000
energy-diffusion exponent, 10-20 K: -3.000000
master / law, sound speed/20, 10 K: 0.99893
master exponent, sound speed/20: -2.9993
T (K), ms2/kT, law (cm2), master (cm2), master/law:
  5  0.0727  7.657e-12  5.929e-12  0.7742
  10  0.0363  9.572e-13  8.209e-13  0.8576
  20  0.0182  1.196e-13  1.093e-13  0.9133
  40  0.0091  1.496e-14  1.419e-14  0.9486
master exponent, true sound speed, 10-20 K: -2.909
basis change 6 to 9, relative: 1.1e-05
grid refinement, relative: 3.8e-13
largest phonon energy at kT / kT: 0.539
same along the heavy axis: 1.448
shell-mean mass: 0.5847 m_e
master/law with shell-mean mass (estimate): 0.731
anisotropy factor on capture coefficient: 2.654
optical phonon energy: 37.0 meV
optical coupling: 5.0e+08 eV/cm
optical capture radius: 2.43 nm
optical capture estimate: 2.427e-14 cm2
optical estimate / law: 0.0254
hydrogenic binding energy: 11.71 meV
effective Bohr radius: 3.84 nm
binding energy / kT: 13.59
escape probability at that depth: 1.83e-05
level number at binding kT: 3.69
level spacing there / kT: 0.543
centre spacing N^(-1/3): 1000 nm
carrier density: 1.0e+10 cm-3
Debye length: 8.73 um
\end{verbatim}
